# Schlapp's triplet Sigma levels and the microwave lines of oxygen: test program

```python
# Result under test: exact fine-structure levels of a rigid triplet Sigma state,
#   H = B N^2 + (2/3) lam (3 S_z^2 - S^2) + gam N.S,   S = 1, J = N + S,
# where S_z is the spin along the internuclear axis. With b = B - gam/2:
#   F2 (J=N)   = B N(N+1) + 2 lam/3 - gam
#   F1 (J=N+1) = F2 + (2N+3)b - lam - sqrt((2N+3)^2 b^2 + lam^2 - 2 lam b) + gam(N+1)
#   F3 (J=N-1) = F2 - (2N-1)b - lam + sqrt((2N-1)^2 b^2 + lam^2 - 2 lam b) - gam N
# and for N=1, J=0 the square root is replaced by the signed number b - lam.
# B: rotational constant; lam: spin-spin constant; gam: spin-rotation constant.
# Independent road: H is built in the laboratory frame from spherical harmonics
# times spin states (total projection zero), with (n.S)^2 found by quadrature
# over the direction n of the axis, and is then diagonalized.
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants

N_MAX = 28
J_MAX = N_MAX - 1      # every J block up to here is complete


def theta_function(N, M, x):
    """Polar part of a spherical harmonic, normalized over x = cos(theta)."""
    P = Legendre.basis(N)
    if M == 0:
        return np.sqrt((2*N + 1)/2)*P(x)
    norm = np.sqrt((2*N + 1)/(2*N*(N + 1)))
    return -M*norm*np.sqrt(1 - x*x)*P.deriv()(x)


# Uncoupled states (N, M_N, m_S) with M_N + m_S = 0
states = [(N, -m, m) for N in range(N_MAX + 1) for m in (1, 0, -1) if abs(m) <= N]
size = len(states)
nodes, weights = leggauss(N_MAX + 6)
spin_z = np.diag([1.0, 0.0, -1.0])
spin_x = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])/np.sqrt(2)
axis_spin = (nodes[:, None, None]*spin_z
             + np.sqrt(1 - nodes**2)[:, None, None]*spin_x)
axis_spin_sq = axis_spin @ axis_spin
theta = np.array([theta_function(N, M, nodes) for N, M, m in states])
spin_index = np.array([1 - m for N, M, m in states])
Q = np.zeros((size, size))
for i in range(size):
    for j in range(size):
        Q[i, j] = np.sum(weights*theta[i]*theta[j]
                         * axis_spin_sq[:, spin_index[i], spin_index[j]])

# N.S from ladder operators; its eigenvectors have definite N and J
NS = np.zeros((size, size))
position = {s: i for i, s in enumerate(states)}
for (N, M, m), i in position.items():
    NS[i, i] = M*m
    raised = (N, M + 1, m - 1)
    if raised in position:
        j = position[raised]
        NS[i, j] = NS[j, i] = 0.5*np.sqrt(N*(N + 1) - M*(M + 1))*np.sqrt(2)
U = np.zeros((size, size))
labels, ns_values = [], []
for N in range(N_MAX + 1):
    idx = [i for i, s in enumerate(states) if s[0] == N]
    values, vectors = np.linalg.eigh(NS[np.ix_(idx, idx)])
    for value, vector in zip(values, vectors.T):
        j_squared = N*(N + 1) + 2 + 2*value
        J = int(round((-1 + np.sqrt(1 + 4*j_squared))/2))
        assert abs(J*(J + 1) - j_squared) < 1e-9
        U[idx, len(labels)] = vector
        labels.append((N, J))
        ns_values.append(value)
where = {label: i for i, label in enumerate(labels)}
Q = U.T @ Q @ U
Sz_lab = U.T @ np.diag([float(m) for N, M, m in states]) @ U
J_array = np.array([J for N, J in labels])
assert np.max(np.abs(Q[J_array[:, None] != J_array[None, :]])) < 1e-11


def hamiltonian(B, lam, gam):
    rotation = np.array([B*N*(N + 1) for N, J in labels])
    return (np.diag(rotation + gam*np.array(ns_values))
            + 2*lam*(Q - 2/3*np.eye(size)))


def numerical_levels(B, lam, gam):
    """Energies by (N, J), and eigenvectors of the mixed N=J-1, J+1 pairs."""
    H = hamiltonian(B, lam, gam)
    energy, mixing = {}, {}
    energy[1, 0] = H[where[1, 0], where[1, 0]]
    for J in range(1, J_MAX + 1):
        energy[J, J] = H[where[J, J], where[J, J]]
        pair = [where[J - 1, J], where[J + 1, J]]
        values, vectors = np.linalg.eigh(H[np.ix_(pair, pair)])
        energy[J - 1, J], energy[J + 1, J] = values
        mixing[J] = vectors
    return energy, mixing


def formula_level(N, J, B, lam, gam):
    b = B - gam/2
    middle = B*N*(N + 1) + 2*lam/3 - gam
    if J == N:
        return middle
    k = 2*N + 3 if J == N + 1 else 2*N - 1
    root = np.sqrt(b*b*k*k + lam*lam - 2*lam*b)
    if J == N + 1:
        return middle + b*k - lam - root + gam*(N + 1)
    if J == 0:
        root = b - lam
    return middle - b*k - lam + root - gam*N


def pair_quantities(J, B, lam, gam):
    """Half diagonal difference, coupling and half splitting of a J pair."""
    b, k = B - gam/2, 2*J + 1
    return (b*k - lam/k, 2*abs(lam)*np.sqrt(J*(J + 1))/k,
            np.sqrt(b*b*k*k + lam*lam - 2*lam*b))


# Rounded empirical constants of O2 in its ground vibrational level, GHz
B, lam, gam = 43.100, 59.501, -0.253
b = B - gam/2
parameter_sets = [(B, lam, gam), (1.0, 0.3, 0.05), (1.0, 20.0, 0.1), (2.0, -1.5, -0.2)]
largest_error = 0.0
for p in parameter_sets:
    Bp, lp, gp = p
    energy, mixing = numerical_levels(*p)
    H = hamiltonian(*p)
    for (N, J), value in energy.items():
        error = abs(value - formula_level(N, J, *p))
        largest_error = max(largest_error, error)
        assert error < 1e-8
    for J in range(1, J_MAX + 1):
        x = J*(J + 1)
        pair = [where[J - 1, J], where[J + 1, J]]
        block = H[np.ix_(pair, pair)]
        D, coupling, R = pair_quantities(J, *p)
        assert abs((block[1, 1] - block[0, 0])/2 - D) < 1e-8
        assert abs(abs(block[0, 1]) - coupling) < 1e-8
        assert abs(mixing[J][1, 1]**2 - (1 + D/R)/2) < 1e-8
        # Eigenvectors of (n.S)^2 are the states of definite |Omega|
        omega_sq, body = np.linalg.eigh(Q[np.ix_(pair, pair)])
        assert np.allclose(omega_sq, [0, 1], atol=1e-10)
        body_block = body.T @ block @ body
        assert abs(body_block[0, 0] - (Bp*(x + 2) - 4*lp/3 - 2*gp)) < 1e-8
        assert abs(body_block[1, 1] - (Bp*x + 2*lp/3 - gp)) < 1e-8
        assert abs(abs(body_block[0, 1]) - (2*Bp - gp)*np.sqrt(x)) < 1e-8

# Oxygen lines taken from the laboratory-frame energies
energy, mixing = numerical_levels(B, lam, gam)
odd_N = range(1, 26, 2)
plus = {N: energy[N, N] - energy[N, N + 1] for N in odd_N}
minus = {N: energy[N, N] - energy[N, N - 1] for N in odd_N}
isolated = minus[1]
assert abs(isolated - (2*lam + gam)) < 1e-9
assert abs(isolated - 118.75) < 0.005
other_B, _ = numerical_levels(30.0, lam, gam)
assert abs(other_B[1, 1] - other_B[1, 0] - isolated) < 1e-9
band = list(plus.values()) + [minus[N] for N in odd_N if N > 1]
assert 50 < min(band) and max(band) < 70

# Large-N laws: the remainder must be the next term of the expansion
c = lam*lam - 2*lam*b
next_term = c*c/(8*b**3)
for N in range(3, 26, 2):
    kp, km = 2*N + 3, 2*N - 1
    plus_law = lam + c/(2*b*kp) - gam*(N + 1)
    minus_law = lam - c/(2*b*km) + gam*N
    assert abs((plus_law - plus[N])*kp**3/next_term - 1) < 0.03
    assert abs((minus[N] - minus_law)*km**3/next_term - 1) < 0.03

# Without spin-rotation coupling the high-N lines close in on lam
no_gamma, _ = numerical_levels(B, lam, 0.0)
plus25_zero = no_gamma[25, 25] - no_gamma[25, 26]
minus25_zero = no_gamma[25, 25] - no_gamma[25, 24]
assert max(abs(plus25_zero - lam), abs(minus25_zero - lam)) < 0.5
assert min(abs(plus[25] - lam), abs(minus[25] - lam)) > 5

# Wrong positive root at J=0, and B used for b in the N=1, J=2 level
wrong_isolated = b + lam - abs(b - lam) + gam
assert abs(wrong_isolated - 2*B) < 1e-9 and abs(wrong_isolated - isolated) > 30
plus1_with_B = -(5*B - lam - np.sqrt(25*B*B + lam*lam - 2*lam*B) + 2*gam)
assert abs(plus1_with_B - plus[1]) > 0.01

# Magnetic-dipole strength from N=1, J=1 to the two mixed J=2 states
pair2 = [where[1, 2], where[3, 2]]
amplitudes = Sz_lab[where[1, 1], pair2] @ mixing[2]
strength_ratio = amplitudes[1]**2/amplitudes[0]**2
D2, coupling2, R2 = pair_quantities(2, B, lam, gam)
minor_weight = (1 - D2/R2)/2
assert abs(strength_ratio - minor_weight/(1 - minor_weight)) < 1e-10
weak_line = energy[3, 2] - energy[1, 1]

temperature = 300.0
kT = constants.k*temperature/constants.h/1e9
population = {N: (2*N + 1)*np.exp(-B*N*(N + 1)/kT) for N in range(1, 80, 2)}
peak_N = max(population, key=population.get)

print(f"Input B = {B:.3f} GHz")
print(f"Input lambda = {lam:.3f} GHz")
print(f"Input gamma = {gam:.3f} GHz")
print(f"b = B - gamma/2 = {b:.4f} GHz")
print(f"Largest level error, formula against diagonalization = {largest_error:.1e}"
      " (GHz for O2, model units otherwise)")
for N, J in [(1, 0), (1, 1), (1, 2), (3, 2), (3, 3), (3, 4)]:
    print(f"Energy N={N}, J={J}: {energy[N, J]:.3f} GHz")
print(f"J=2 half diagonal difference D = {D2:.3f} GHz")
print(f"J=2 coupling of N=1 and N=3 = {coupling2:.3f} GHz")
print(f"J=2 half splitting R = {R2:.3f} GHz")
print(f"Minor N weight in each J=2 state = {minor_weight:.4f}")
print(f"Isolated line N=1, J=1-0 = {isolated:.3f} GHz")
print(f"Isolated line rounded = {isolated:.2f} GHz")
print(f"Isolated line in wavenumbers = {isolated*1e9/(100*constants.c):.4f} cm^-1")
print(f"Same line with the wrong positive root = {wrong_isolated:.3f} GHz")
print("Lines: nu_plus (J=N to N+1), nu_minus (J=N to N-1)")
for N in odd_N:
    print(f"N={N:2d}: nu_plus = {plus[N]:.3f} GHz, nu_minus = {minus[N]:.3f} GHz")
print(f"Band without isolated line, lowest = {min(band):.3f} GHz")
print(f"Band without isolated line, highest = {max(band):.3f} GHz")
print(f"Mean of these {len(band)} lines = {np.mean(band):.3f} GHz")
print(f"N=25 nu_plus with gamma=0 = {plus25_zero:.3f} GHz")
print(f"N=25 nu_minus with gamma=0 = {minus25_zero:.3f} GHz")
print(f"N=1 nu_plus with B used for b = {plus1_with_B:.3f} GHz")
print(f"Error from using B for b = {plus1_with_B - plus[1]:.4f} GHz")
print(f"Weak line N=1,J=1 to N=3,J=2 = {weak_line:.3f} GHz")
print(f"Squared matrix element, weak line / N=1 nu_plus = {strength_ratio:.4f}")
print(f"Temperature = {temperature:.0f} K; kT/h = {kT:.1f} GHz")
print(f"Most populated odd N = {peak_N}")
print(f"Population N=25 / most populated N = {population[25]/population[peak_N]:.3f}")
print("success")
```

It prints:

```
Input B = 43.100 GHz
Input lambda = 59.501 GHz
Input gamma = -0.253 GHz
b = B - gamma/2 = 43.2265 GHz
Largest level error, formula against diagonalization = 7.3e-12 (GHz for O2, model units otherwise)
Energy N=1, J=0: 7.371 GHz
Energy N=1, J=1: 126.120 GHz
Energy N=1, J=2: 69.856 GHz
Energy N=3, J=2: 494.636 GHz
Energy N=3, J=3: 557.120 GHz
Energy N=3, J=4: 498.674 GHz
J=2 half diagonal difference D = 204.232 GHz
J=2 coupling of N=1 and N=3 = 58.299 GHz
J=2 half splitting R = 212.390 GHz
Minor N weight in each J=2 state = 0.0192
Isolated line N=1, J=1-0 = 118.749 GHz
Isolated line rounded = 118.75 GHz
Isolated line in wavenumbers = 3.9610 cm^-1
Same line with the wrong positive root = 86.200 GHz
Lines: nu_plus (J=N to N+1), nu_minus (J=N to N-1)
N= 1: nu_plus = 56.265 GHz, nu_minus = 118.749 GHz
N= 3: nu_plus = 58.446 GHz, nu_minus = 62.484 GHz
N= 5: nu_plus = 59.590 GHz, nu_minus = 60.303 GHz
N= 7: nu_plus = 60.433 GHz, nu_minus = 59.159 GHz
N= 9: nu_plus = 61.147 GHz, nu_minus = 58.316 GHz
N=11: nu_plus = 61.795 GHz, nu_minus = 57.602 GHz
N=13: nu_plus = 62.403 GHz, nu_minus = 56.954 GHz
N=15: nu_plus = 62.987 GHz, nu_minus = 56.346 GHz
N=17: nu_plus = 63.554 GHz, nu_minus = 55.762 GHz
N=19: nu_plus = 64.109 GHz, nu_minus = 55.195 GHz
N=21: nu_plus = 64.655 GHz, nu_minus = 54.640 GHz
N=23: nu_plus = 65.194 GHz, nu_minus = 54.094 GHz
N=25: nu_plus = 65.729 GHz, nu_minus = 53.555 GHz
Band without isolated line, lowest = 53.555 GHz
Band without isolated line, highest = 65.729 GHz
Mean of these 25 lines = 59.629 GHz
N=25 nu_plus with gamma=0 = 59.153 GHz
N=25 nu_minus with gamma=0 = 59.877 GHz
N=1 nu_plus with B used for b = 56.289 GHz
Error from using B for b = 0.0244 GHz
Weak line N=1,J=1 to N=3,J=2 = 368.516 GHz
Squared matrix element, weak line / N=1 nu_plus = 0.0196
Temperature = 300 K; kT/h = 6251.0 GHz
Most populated odd N = 9
Population N=25 / most populated N = 0.056
success
```
